# The most active recombination level when capture lifetimes are unequal

**Question**

I am comparing two deep traps in a reverse-biased germanium p-i-n photodiode. I had taken it that a trap at the intrinsic level \(E_i\) is the worst possible one, because it is equally hard to reach from both bands. But my traps capture holes much faster than electrons: the electron capture lifetime is 10 µs and the hole capture lifetime is 0.1 µs. Is the intrinsic level still the most active position? If not, where is it, and does the difference matter for the dark current?

**Answer**

The argument "equally hard to reach from both bands" counts the energies and leaves out the capture rates. To include them, start from the four processes at the trap.

**The rate for one level**

Let \(N_t\) be the trap density and \(f\) the fraction of traps filled with an electron. Electrons are captured at the rate \(N_t c_n n(1-f)\) and emitted at \(N_t e_n f\). Holes are captured at \(N_t c_p p f\) and emitted at \(N_t e_p(1-f)\). Here \(n\) and \(p\) are the free-carrier densities, and energies increase upwards.

In equilibrium each capture process balances its own emission. For a non-degenerate semiconductor with Fermi level \(E_F\),

\[
n_0=n_i e^{(E_F-E_i)/kT},\qquad \frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}.
\]

The Fermi level cancels from the electron balance:

\[
e_n=c_n n_0\frac{1-f_0}{f_0}=c_n n_1,\qquad n_1=n_i e^{x},\qquad x=\frac{E_t-E_i}{kT}.
\]

In the same way \(e_p=c_p p_1\) with \(p_1=n_i e^{-x}\), so \(n_1p_1=n_i^2\). I assume that these emission coefficients keep their equilibrium values when the diode is biased.

In steady state the net electron capture equals the net hole capture:

\[
c_n n(1-f)-c_n n_1 f=c_p p f-c_p p_1(1-f).
\]

Collecting the terms in \(f\) gives

\[
f=\frac{c_n n+c_p p_1}{S},\qquad 1-f=\frac{c_n n_1+c_p p}{S},\qquad S=c_n(n+n_1)+c_p(p+p_1).
\]

Put these into the net electron capture rate \(U=N_tc_n[n(1-f)-n_1f]\). The terms \(c_n n n_1\) cancel, which leaves

\[
U=\frac{N_tc_nc_p(np-n_1p_1)}{S}.
\]

Define the capture lifetimes \(\tau_n=1/(c_nN_t)\) and \(\tau_p=1/(c_pN_t)\), and divide numerator and denominator by \(N_tc_nc_p\):

\[
U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}.
\]

Positive \(U\) is recombination; negative \(U\) is generation, the source of your dark current.

**Where the maximum lies**

Now move the level while holding \(n\), \(p\), \(\tau_n\) and \(\tau_p\) fixed, with \(np\neq n_i^2\). The level enters only through

\[
D=\tau_pn_1+\tau_np_1=n_i(\tau_pe^x+\tau_ne^{-x}).
\]

Set \(x_0=\tfrac12\ln(\tau_n/\tau_p)\). Then \(\tau_n=\sqrt{\tau_n\tau_p}\,e^{x_0}\) and \(\tau_p=\sqrt{\tau_n\tau_p}\,e^{-x_0}\), so

\[
D=n_i\sqrt{\tau_n\tau_p}\left(e^{x-x_0}+e^{-(x-x_0)}\right)=2n_i\sqrt{\tau_n\tau_p}\cosh(x-x_0).
\]

The hyperbolic cosine has a single minimum, at zero argument. The denominator of \(U\) is smallest there, and \(|U|\) is largest:

\[
E_t-E_i=\frac{kT}{2}\ln\frac{\tau_n}{\tau_p}.
\]

The intrinsic level is therefore the best position when the two lifetimes are equal. Slow electron capture moves the optimum up, and slow hole capture moves it down. The result needs an optimum inside the gap and well away from the band edges.

For your lifetimes the ratio is 100. At 300 K, \(kT=25.85\) meV, and the shift is \(\tfrac12(25.85)(4.605)=59.5\) meV, towards the conduction band.

**Why it moves that way**

In a fully depleted region \(n\) and \(p\) are negligible, and a trap generates pairs by emitting an electron and a hole in turn. The filled fraction is \(f=e_p/(e_n+e_p)\), and the generation rate is

\[
G=N_te_nf=N_t\frac{e_ne_p}{e_n+e_p}.
\]

The product \(e_ne_p=c_nc_pn_i^2\) does not depend on the level, so \(G\) is largest when the sum \(e_n+e_p\) is smallest, which is at \(e_n=e_p\). Detailed balance ties slow capture to slow emission. A trap at \(E_i\) with slow electron capture is therefore held up by electron emission, and raising it towards the conduction band relieves that bottleneck.

With \(N_t=10^{13}\) cm⁻³ and \(n_i=2.02\times10^{13}\) cm⁻³, a trap at \(E_i\) has \(e_n=2.02\times10^5\) s⁻¹ and \(e_p=2.02\times10^7\) s⁻¹. It is 99% filled, waiting to release its electron. At the optimum both rates are \(2.02\times10^6\) s⁻¹ and the trap is half filled. The generation rate rises from \(2.00\times10^{18}\) to \(1.01\times10^{19}\) cm⁻³ s⁻¹.

**When the shift matters**

Compare the optimum with the intrinsic level at the same \(n\) and \(p\):

\[
\frac{U(x_0)}{U(0)}=\frac{\tau_pn+\tau_np+(\tau_n+\tau_p)n_i}{\tau_pn+\tau_np+2n_i\sqrt{\tau_n\tau_p}}.
\]

In depletion this becomes \((\tau_n+\tau_p)/(2\sqrt{\tau_n\tau_p})=\cosh x_0\), here \(10.1/2=5.05\). The peak falls to half height where \(\cosh(x-x_0)=2\), so its full width is \(2\,\mathrm{arcosh}(2)\,kT=68\) meV. The shift is comparable with the width, which is why it cannot be ignored. By symmetry about \(x_0\), a trap 119 meV above \(E_i\) is as active as one at \(E_i\).

For these lifetimes, p-type material is the opposite case. For \(p=10^{16}\) and \(n=10^{13}\) cm⁻³ the term \(\tau_np\) dominates both numerator and denominator, and the gain is 0.16%. The optimum is at the same energy, but the peak has become a plateau: the rate is limited by capture of the minority electrons. In n-type material the competing term is \(\tau_pn\), a hundred times smaller at the same doping, so the level still matters: the same formula gives a gain of 14% for \(n=10^{16}\), \(p=10^{13}\) cm⁻³ and a factor of 2.1 for \(n=10^{15}\), \(p=10^{12}\) cm⁻³.

The same level is also the most active when the generation rate, rather than the densities, is fixed. Let light create equal excess densities \(\Delta\) of electrons and holes, with changes in trap charge neglected. With \(s=n_0+p_0\), \(\tau=\tau_n+\tau_p\) and \(A=\tau_p(n_0+n_1)+\tau_n(p_0+p_1)\),

\[
U=\frac{\Delta(s+\Delta)}{A+\tau\Delta},\qquad
\frac{dU}{d\Delta}=\frac{sA+2A\Delta+\tau\Delta^2}{(A+\tau\Delta)^2}>0.
\]

Since \(U\) rises with \(\Delta\), the level with the largest \(U\) at each \(\Delta\) needs the smallest \(\Delta\) to balance a given generation. A numerical search with \(p_0=10^{14}\) cm⁻³ and a generation rate of \(10^{19}\) cm⁻³ s⁻¹ put the smallest excess at 59.53 meV, in agreement with the formula.

**Two points about the energy scale**

First, \(E_i\) is not midgap. Setting \(N_ce^{-(E_c-E_i)/kT}=N_ve^{-(E_i-E_v)/kT}\) and taking logarithms gives

\[
E_i=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}.
\]

With the rough germanium values \(N_c=10^{19}\) and \(N_v=5\times10^{18}\) cm⁻³, \(E_i\) lies 9.0 meV below midgap. The optimum is then 50.6 meV above midgap, or 0.279 eV below the conduction band for a gap of 0.66 eV. Other common values of \(N_c\) and \(N_v\) put \(E_i\) between 7 and 12 meV below midgap, so these positions are good to a few meV only.

Second, \(E_t\) above is an effective level. If the filled and empty trap have degeneracies \(g_1\) and \(g_0\), then \(f_0/(1-f_0)=(g_1/g_0)e^{(E_F-\varepsilon_t)/kT}\), where \(\varepsilon_t\) is the bare level. Hence \(E_t=\varepsilon_t-kT\ln(g_1/g_0)\), and the optimum for \(\varepsilon_t\) is displaced by \(kT\ln(g_1/g_0)\). For an acceptor-like trap with a twofold spin degeneracy when empty, this is −17.9 meV.

**The dark current of a diode**

Take an intrinsic layer of width \(W=2\) µm, a reverse bias \(V=1\) V and contacts doped to \(N_A=N_D=10^{18}\) cm⁻³. Assume a uniform field. The built-in voltage is \(V_{bi}=(kT/q)\ln(N_AN_D/n_i^2)=0.559\) V, so the field is \(1.559\ \text{V}/2\ \text{µm}=7.8\) kV/cm.

Carriers spill in from the contacts and suppress generation near the edges. With flat quasi-Fermi levels and \(\psi\) the voltage measured from the p contact,

\[
p=N_Ae^{-q\psi/kT},\qquad n=N_De^{-q(V+V_{bi}-\psi)/kT},\qquad G\simeq\frac{n_i^2}{D+\tau_pn+\tau_np}.
\]

Generation drops to half its plateau value where \(\tau_np=D\) on one side and \(\tau_pn=D\) on the other. Each edge is a symmetric step in \(\psi\), so the distance between these points is the effective width. The voltage between them is

\[
V+V_{bi}-\frac{kT}{q}\ln\frac{\tau_n\tau_pN_AN_D}{D^2}
=V+\frac{2kT}{q}\ln\frac{D}{n_i\sqrt{\tau_n\tau_p}},
\]

where \(V_{bi}\) has cancelled the doping. Dividing by the field gives

\[
W_{\rm act}=W\,\frac{V+(2kT/q)\ln\!\left[D/(n_i\sqrt{\tau_n\tau_p})\right]}{V+V_{bi}}.
\]

The argument of the logarithm is 2 at the optimum and 10.1 at \(E_i\), so the widths are 1.33 and 1.44 µm. The current density \(qGW_{\rm act}\) is 215 µA/cm² for the best level and 46 µA/cm² for \(E_i\). The ratio is 4.7 instead of 5.05, because the less active trap has the wider active zone. The optimum itself stays put: if one level gives the largest rate at every point of a fixed carrier profile, it also gives the largest integral.

**How far to trust this for a real diode**

The germanium constants are rough typical values, and the lifetimes are round numbers for a trap that attracts holes. Germanium with many dislocations can have much shorter lifetimes; at a fixed ratio the shift would survive and the generation current would scale as \(1/\sqrt{\tau_n\tau_p}\), as long as the charge of the traps stays too small to change the field. If the lifetimes shorten because there are more acceptor-like traps, this limit is reached. With \(10^{15}\) traps per cm³ (lifetimes 100 times shorter) the currents for the best level and for \(E_i\) lie 10% and 21% below the scaling, their ratio is 5.4 and the optimum moves up by a few meV. With \(10^{16}\) traps per cm³ they lie 60% and 70% below, and the ratio is 6.3.

The assumption most exposed here is that emission is independent of field. If a hole leaves behind a negative trap, the field \(F\) lowers the Coulomb barrier for hole emission by the energy \(q\sqrt{qF/\pi\epsilon}\), which is 16.8 meV for a relative permittivity of 16. This estimate uses the direction of lowest barrier, so it overstates the average. Hole emission is multiplied by \(\chi=1.91\), and the condition \(e_n=\chi e_p\) moves the optimum up by \(\tfrac12kT\ln\chi=8.4\) meV and raises the peak by \(\sqrt\chi=1.38\). These are upper values for emission over the lowered barrier at this field; tunnelling through that barrier is not counted. Averaged over emission directions, with the barrier unchanged against the field, \(\chi\) is about 1.28, the shift about 3 meV and the peak factor about 1.13. Tunnelling out of the trap was estimated separately, for a triangular barrier without the Coulomb attraction and a light mass of 0.04 electron masses; by itself it raises emission by a factor of about 1.3 along the field. A barrier without Coulomb attraction fits electron emission, which leaves the trap neutral. The mass 0.04 is close to that of the light hole; electron masses of 0.08 to 0.12 give about 1.2. Such a boost of electron emission alone moves the optimum down by 2 to 3 meV and lowers the local gain from 5.05 to about 4.6. Band-to-band tunnelling, with an exponent near 940, is negligible. A carrier gains 39 meV in an assumed free path of 50 nm, far below the gap, so avalanche should be weak.

Fixed lifetimes are also an idealization, since capture may slow as more energy has to be given off. If \(\tau_n\propto e^{-ax}\) and \(\tau_p\propto e^{ax}\), then in depletion \(D\propto\tau_pe^{(1+a)x}+\tau_ne^{-(1+a)x}\), with \(\tau_n,\tau_p\) now the values at \(E_i\), and the optimum becomes \(x_0/(1+a)\). An illustrative \(a=0.1\) gives 54 meV. A stronger dependence would matter more, so measured capture rates for each trap are better than one shared pair of lifetimes.

The uniform field leaves out the charge of the carriers that spill in from the contacts. That charge takes up part of the voltage in thin zones at the two edges. Solving Poisson's equation with the same flat quasi-Fermi levels gives about 6.8 kV/cm in the middle of the layer and about 46 kV/cm at the edges. The widths become 1.51 and 1.63 µm and the currents 245 and 52 µA/cm², so the uniform-field values are about 12% low, while the ratio of 4.7 and the optimum level are unchanged. A background doping of \(10^{14}\) cm⁻³ would change the field by 2.3 kV/cm across the layer, but it moves these currents by less than 2%.

Finally, some dark current does not come from these traps. Rough estimates give 21 µA/cm² by diffusion from 10 µm deep contacts (minority diffusivity 50 cm²/s and 30 meV of gap narrowing; 6.5 µA/cm² without the narrowing) and 13 µA/cm² from the surface of a 1 mm diode with a surface generation speed of 1000 cm/s. Adding both to the uniform-field currents reduces the contrast between the two traps to about 3.1 (3.2 with the Poisson currents). This diffusion estimate scales inversely with the contact depth, as long as diffusivity over depth stays well below the thermal velocity (for the thinnest contacts below it is somewhat too high): contacts 1 µm deep give about 210 µA/cm² and a contrast of 1.6, and contacts 0.3 µm deep give about 700 µA/cm² and a contrast of 1.2, so with thin contacts the trap position shows little in the total current. At 340 K, with the lifetimes unchanged, the shift grows to 67 meV and \(n_i\) rises sevenfold, with the gap shrinking by about 0.4 meV/K. Diffusion current scales roughly as \(n_i^2\) and depletion generation as \(n_i\), so heating reduces the contrast further.

For your diode, then, a trap some 60 meV above \(E_i\) is a worse source of dark current than one at \(E_i\), provided that both have the lifetimes you quote. The numerical output below lists the inputs and most of the corrections for the uniform-field model.

## Numbers as computed

```
temperature 300 K, kT = 25.85 meV
rough Ge: gap 0.66 eV, Nc 1.0e+19, Nv 5.0e+18 cm^-3, eps_r 16
intrinsic density = 2.022e+13 cm^-3
tau_n = 10.0 us, tau_p = 0.1 us, traps 1e+13 cm^-3
best level above E_i = 59.53 meV = 2.303 kT
largest search-formula difference = 4.3e-05 meV
least-excess level, fixed generation = 59.53 meV
  there p0 = 1e+14 cm^-3, generation = 1e+19 cm^-3 s^-1
E_i from midgap = -8.96 meV
best level from midgap = 50.57 meV
best level below conduction band = 0.2794 eV
trap at E_i: e_n = 2.022e+05, e_p = 2.022e+07 s^-1, filled 0.9901
best trap: e_n = 2.022e+06, e_p = 2.022e+06 s^-1, filled 0.5000
depleted generation: E_i 2.002e+18, best 1.011e+19 cm^-3 s^-1
local gain best/E_i = 5.050
peak full width at half height = 68.09 meV
level as active as E_i = 119.05 meV above E_i
doped case n = 1e+13, p = 1e+16 cm^-3: gain - 1 = 0.164 %
layer 2.0 um, reverse bias 1.0 V, contacts 1e+18 cm^-3
built-in voltage = 0.559 V, mean field = 7.79 kV/cm
active width: best 1.329 um, E_i 1.436 um
generation current: best 215.2, E_i 46.1 uA/cm2
gain in generation current = 4.673
neglected effects:
Poole-Frenkel lowering = 16.75 meV, hole emission x 1.912
  moves optimum by +8.38 meV, peak rate x 1.383
trap tunnelling (mass 0.04 m_e): emission x 1.290
  one carrier only: optimum moves 3.29 meV at most
band-to-band tunnelling exponent = 940
energy gained in 50 nm free path = 39.0 meV
spin factor 2 of empty trap: optimum moves -17.92 meV
lifetimes varying 0.1 per kT: optimum at 54.11 meV
Fermi statistics in p contact: 1.82 meV
field change: background 1e+14 cm^-3 2.26 kV/cm
field change: all traps charged 0.226 kV/cm
drifting carriers at 6e+06 cm/s = 2.59e+08 cm^-3
contact: D 50 cm2/s, depth 10 um, gap narrowing 30 meV
diffusion current = 20.9 uA/cm2
surface: speed 1000 cm/s, diode diameter 1 mm
surface current = 13.0 uA/cm2
gain in total dark current = 3.12
at 340 K: shift 67.46 meV, n_i x 7.12
```
